# Becquerel's Formula and the Verdet Constant of Spinless Hydrogen

Linearly polarised light sent through a gas along a magnetic field emerges with its plane of polarisation turned. The angle grows with the field and with the path, and their common coefficient is the Verdet constant $V$. Becquerel's formula obtains $V$ from the dispersion of the refractive index measured without any field. The formula is more than an estimate when the field acts on each atom as a mere shift of the light frequency. For hydrogen without spin it does so to first order in the field, and the polarisability is simple enough to give $V$ as a number.

## Assumptions and statement

The electron has charge $-e$ and mass $m$ and no spin. The nucleus is fixed, relativity is neglected, and every atom is in the 1s state. The static field $B$ and the direction of propagation both point along $+z$. The light is weak and treated in the electric-dipole approximation; its angular frequency $\omega$ lies below the ionisation threshold and away from resonances. The gas has $N$ atoms per volume, and collisions and damping are neglected. A positive rotation $\theta$ turns from $x$ towards $y$, and

$$V=\lim_{B\to0}\frac{\theta}{Bl}$$

for a path $l$. Let $n(\omega)$ be the field-free index, fixed by the polarisability $\alpha(\omega)$.

**Theorem 1.** Under these assumptions

$$V=\frac{e}{2mc}\,\omega\frac{dn}{d\omega}=-\frac{e}{2mc}\,\lambda\frac{dn}{d\lambda},$$

where $\lambda$ is the vacuum wavelength. For a dilute gas, with $\alpha$ and its argument in atomic units and $a_0$ the Bohr radius,

$$V=\frac{e}{2mc}\,2\pi Na_0^3\,\omega\,\alpha'(\omega).$$

Under the stated assumptions the two forms containing $n$ are exact for the part of the rotation linear in $B$; the last form holds in addition only to leading order in the density.

## The field as a frequency shift

Take $\mathbf A=\tfrac12\mathbf B\times\mathbf r=\tfrac B2(-y,x,0)$. Since $\nabla\cdot\mathbf A=0$, $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p=\tfrac B2(xp_y-yp_x)=\tfrac B2L_z$. Expanding $(\mathbf p+e\mathbf A)^2/2m$ therefore gives

$$H=H_0+\omega_LL_z+\frac{e^2B^2}{8m}(x^2+y^2),\qquad \omega_L=\frac{eB}{2m}.$$

The light adds $e\,\mathbf r\cdot\mathbf E(t)$. Circular light has

$$\mathbf E_\pm=\mathrm{Re}\,[E_0(\hat x\pm i\hat y)e^{-i\omega t}]=E_0(\hat x\cos\omega t\pm\hat y\sin\omega t),$$

a vector at angle $\pm\omega t$.

**Lemma 1 (Larmor).** Without the quadratic term, the circular polarisabilities are $\alpha_\pm(\omega;B)=\alpha(\omega\mp\omega_L)$.

*Proof.* Write $\psi=U\varphi$ with $U=e^{-i\omega_LtL_z/\hbar}$. The time derivative of $U$ produces $\omega_LL_zU\varphi$, which cancels the Zeeman term. Because $[H_0,L_z]=0$, what remains is

$$i\hbar\,\partial_t\varphi=[H_0+e\,(U^\dagger\mathbf rU)\cdot\mathbf E_\pm]\varphi .$$

From $[L_z,x]=i\hbar y$ and $[L_z,y]=-i\hbar x$ one finds $U^\dagger\mathbf rU=R\mathbf r$, where $R$ is the rotation by $+\omega_Lt$ about $z$. Since $(R\mathbf r)\cdot\mathbf E=\mathbf r\cdot(R^{-1}\mathbf E)$, $\varphi$ describes a field-free atom driven by a vector at angle $\pm\omega t-\omega_Lt=\pm(\omega\mp\omega_L)t$. The initial state is unchanged, as $L_z|1s\rangle=0$. The 1s atom responds isotropically, so its dipole in this frame is $\alpha(\omega\mp\omega_L)R^{-1}\mathbf E_\pm$. Returning to the laboratory multiplies by $R$ and gives $\alpha(\omega\mp\omega_L)\mathbf E_\pm$. ∎

The sum over states shows the same shift. For $\mathbf E_+$ the resonant terms reach $m_l=+1$ and have denominators $\omega_n+\omega_L-\omega$. The antiresonant terms reach $m_l=-1$ and have $\omega_n-\omega_L+\omega$. Both depend on $\omega-\omega_L$ alone.

**Lemma 2.** The diamagnetic term does not contribute to $V$; it changes the rotation by a relative amount of order $B^2$.

*Proof.* The derivative of $H$ with respect to $B$ at $B=0$ contains only $L_z$. Below threshold the first-order functions decay exponentially, so the matrix elements of $x^2+y^2$ are finite and its effect starts at $B^2$. The reflection $y\to-y$ reverses $L_z$ and exchanges the two circular fields, whence $\alpha_+(B)=\alpha_-(-B)$. The difference $\alpha_--\alpha_+$ is thus odd in $B$, and its first correction beyond the linear term is of order $B^3$. ∎

**Proof of Theorem 1.** Incoming light along $\hat x$ is half the sum of $\hat x+i\hat y$ and $\hat x-i\hat y$. With $k_\pm=\omega n_\pm/c$, $\bar k=(k_++k_-)/2$ and $\delta=(k_+-k_-)l/2$, the amplitude after the path $l$ is

$$\tfrac12e^{ik_+l}(\hat x+i\hat y)+\tfrac12e^{ik_-l}(\hat x-i\hat y)=e^{i\bar kl}(\hat x\cos\delta-\hat y\sin\delta).$$

The light is still linearly polarised, turned by

$$\theta=-\delta=\frac{\omega l}{2c}(n_--n_+).$$

Each $n_\pm$ is the same function of $\alpha_\pm$ as $n$ is of $\alpha$. To first order in $B$, Lemmas 1 and 2 give

$$n_--n_+=n(\omega+\omega_L)-n(\omega-\omega_L)=2\omega_L\frac{dn}{d\omega}.$$

Hence $\theta=(\omega l/c)(eB/2m)\,dn/d\omega$, which is the first form of $V$. Since $\omega=2\pi c/\lambda$, $\omega\,d/d\omega=-\lambda\,d/d\lambda$, which is the second. In a dilute gas $n-1=N\alpha_{SI}/2\varepsilon_0$ with $\alpha_{SI}=4\pi\varepsilon_0a_0^3\alpha$, so $n-1=2\pi Na_0^3\alpha$. The product $\omega\,d/d\omega$ does not depend on the unit of frequency, and the last form follows. ∎

**Remark (where the argument fails).** The proof used $[H_0,L_z]=0$ and an isotropic state with $L_z=0$. A molecule held at a fixed orientation oblique to the field violates the first condition, and an atom in a single state with $m_l\neq0$ violates the second. Spin-orbit coupling and nuclear motion lie outside the model.

## The dynamic polarisability

Atomic units are used from here on, with $E_0=-\tfrac12$ now the 1s energy. For a perturbation $z\mathcal E\cos\omega t$, the first-order change of the state, apart from the factor $e^{-iE_0t}$, is $-\tfrac{\mathcal E}{2}(F_-e^{-i\omega t}+F_+e^{i\omega t})$, where

$$(H_0-E_0\mp\omega)F_\mp=z\psi_{1s}.$$

The dipole $-\langle z\rangle$ is then $\mathcal E\cos\omega t$ times

$$\alpha(\omega)=M(\kappa_-)+M(\kappa_+),\qquad\kappa_\mp=\sqrt{1\mp2\omega},$$

$$M(\kappa)=\langle1s|z\,(H_0+\tfrac12\kappa^2)^{-1}z|1s\rangle,$$

because $E_0\pm\omega=-\tfrac12\kappa_\mp^2$.

**Theorem 2.** With $q=(1-\kappa)/(1+\kappa)$,

$$M(\kappa)=\frac{256\,\kappa^4}{3(1+\kappa)^{12}}\sum_{n=2}^{\infty}n(n^2-1)\,q^{2n-6}\,\frac{(n\kappa-2)^2}{n\kappa-1}.$$

Here $n$ is a summation index, not the refractive index.

*Proof.* Since $\psi_{1s}=e^{-r}/\sqrt\pi$, $z\psi_{1s}=\dfrac{u(r)}{\sqrt3\,r}Y_{10}$ with $u=2r^2e^{-r}$. Therefore $M=\tfrac13\langle u|(h+\tfrac12\kappa^2)^{-1}|u\rangle$, where $h=-\tfrac12\,d^2/dr^2+1/r^2-1/r$.

Let $x=2\kappa r$ and take the Sturmian functions

$$S_n=\frac{x^2e^{-x/2}L^{(3)}_{n-2}(x)}{\sqrt{n(n^2-1)}}.$$

These are p-wave hydrogenic functions for nuclear charge $n\kappa$, whose energy is $-\tfrac12\kappa^2$ for every $n$. Hence $(h+\tfrac12\kappa^2)S_n=(n\kappa-1)S_n/r$. Laguerre orthogonality gives $\int S_nS_{n'}\,dr/r=\delta_{nn'}$. Expanding the solution of $(h+\tfrac12\kappa^2)f=u$ as $\sum c_nS_n$ and projecting on $S_n$ gives $c_n=I_n/(n\kappa-1)$ with $I_n=\int S_nu\,dr$, so

$$M=\frac13\sum_n\frac{I_n^2}{n\kappa-1}.$$

With $r=x/2\kappa$, $s=(1+\kappa)/2\kappa$ and $k=n-2$,

$$I_n=\frac{1}{4\kappa^3\sqrt{n(n^2-1)}}\int_0^\infty x^4e^{-sx}L_k^{(3)}(x)\,dx.$$

The generating function $\sum_kt^kL^{(3)}_k(x)=(1-t)^{-4}e^{-xt/(1-t)}$ gives $\sum_kt^k\int x^3e^{-sx}L_k^{(3)}dx=6/[s-(s-1)t]^4$. The coefficient of $t^k$ is

$$G(s)=\frac{(k+3)!}{k!}\frac{(s-1)^k}{s^{k+4}}.$$

The required integral is

$$-G'(s)=n(n^2-1)\frac{(s-1)^{n-3}}{s^{n+3}}\,[(k+4)(s-1)-ks].$$

The bracket equals $4s-n-2=(2-n\kappa)/\kappa$. As $(s-1)/s=q$, the fraction is $q^{n-3}s^{-6}=q^{n-3}\,64\kappa^6/(1+\kappa)^6$. Therefore

$$I_n=\frac{16\kappa^2}{(1+\kappa)^6}\sqrt{n(n^2-1)}\;q^{n-3}(2-n\kappa),$$

and squaring completes the proof. ∎

**Static limit.** As $\kappa\to1$, $q\to0$. In the $n=2$ term $q^{-2}(2\kappa-2)^2=4(1+\kappa)^2\to16$, so its summand is $6\cdot16=96$. The $n=3$ summand is $24\cdot\tfrac12=12$, and the others vanish. Thus $M=256\cdot108/(3\cdot4096)=9/4$ and $\alpha(0)=9/2$.

**Frequency derivative.** Let $T_n$ be the $n$th term of $M$, prefactor included. For $\kappa\neq1$, logarithmic differentiation, with $d\ln|q|/d\kappa=-2/(1-\kappa^2)$, gives

$$M'(\kappa)=\sum_nT_n\left[\frac4\kappa-\frac{12}{1+\kappa}-\frac{4(n-3)}{1-\kappa^2}+\frac{2n}{n\kappa-2}-\frac{n}{n\kappa-1}\right].$$

If $n\kappa=2$, the double zero of $T_n$ makes that contribution vanish. Since $d\kappa_\mp/d\omega=\mp1/\kappa_\mp$,

$$\alpha'(\omega)=\frac{M'(\kappa_+)}{\kappa_+}-\frac{M'(\kappa_-)}{\kappa_-}=\|F_-\|^2-\|F_+\|^2.$$

The last form follows because differentiating a resolvent with respect to its energy squares it.

**Corollary (sign).** $V>0$ at every nonresonant frequency $0<\omega<\tfrac12$. Inserting the eigenstates of $H_0$, continuum included, gives

$$\alpha=\sum_j\frac{f_j}{\omega_j^2-\omega^2},\qquad \alpha'=\sum_j\frac{2\omega f_j}{(\omega_j^2-\omega^2)^2},$$

with $f_j=2\omega_j|\langle j|z|1s\rangle|^2\ge0$. The rotation therefore has the same sense on both sides of a line. The lines are the poles $\kappa_-=1/n$, at $\omega=\tfrac12(1-1/n^2)$. Near the first, at $\omega=3/8$ with $f=0.4162$, $V$ grows as the inverse square of the detuning. The linear formula then requires a detuning large compared with both $\omega_L$ and the neglected line width.

## Low frequencies

Expanding both resolvents in $\omega$ cancels the odd powers and leaves

$$\alpha=\sum_{j\ge0}A_{2j}\omega^{2j},\qquad A_{2j}=\tfrac23\langle u|(h+\tfrac12)^{-2j-1}|u\rangle,\qquad \omega<\tfrac38.$$

The inverses follow from

$$(h+\tfrac12)r^je^{-r}=\left[\left(1-\tfrac{j(j-1)}2\right)r^{j-2}+(j-1)r^{j-1}\right]e^{-r}.$$

Write the successive solutions as $w_ie^{-r}$, starting from $w_0=2r^2$ and matching the highest power first:

$$w_1=r^3+2r^2,\qquad w_2=\tfrac13r^4+\tfrac{11}6r^3+\tfrac{11}3r^2,$$

$$w_3=\tfrac1{12}r^5+\tfrac{31}{36}r^4+\tfrac{287}{72}r^3+\tfrac{287}{36}r^2.$$

Since $h$ is symmetric, the inverses can be shared between the two factors. Using $\int_0^\infty r^pe^{-2r}dr=p!/2^{p+1}$,

$$A_2=\tfrac23\int_0^\infty w_1w_2e^{-2r}dr=\tfrac23\cdot\tfrac{319}8=\tfrac{319}{12},$$

$$A_4=\tfrac23\int_0^\infty w_2w_3e^{-2r}dr=\tfrac{297541}{1728}\approx172.19.$$

Consequently

$$V=\frac{e}{2mc}2\pi Na_0^3\,(2A_2\omega^2+4A_4\omega^4+\dots).$$

At long wavelengths $V$ falls as $1/\lambda^2$, while the refractivity tends to a constant.

## A numerical case

Take an ideal gas of atomic hydrogen with the chosen density $N=10^{25}\ \mathrm{m^{-3}}$, and light of wavelength 500 nm, for which $\omega=0.09113$. Then $\kappa_-=0.90429$ and $\kappa_+=1.08731$. The terms $n=2,3,4$ of $M(\kappa_-)$ are 2.70086, 0.17868 and 0.00380, so the series converges quickly. The sums give

$$\alpha=2.88337+1.84996=4.73333.$$

The derivatives are $M'(\kappa_-)=-8.14037$ and $M'(\kappa_+)=-3.90172$, hence

$$\alpha'=\frac{8.14037}{0.90429}-\frac{3.90172}{1.08731}=9.0019-3.5884=5.4135.$$

With $2\pi Na_0^3=9.3107\times10^{-6}$, the refractivity is $n-1=4.407\times10^{-5}$. With $e/2mc=293.34\ \mathrm{rad/(T\,m)}$,

$$V=293.34\times9.3107\times10^{-6}\times0.09113\times5.4135=1.347\times10^{-3}\ \mathrm{rad/(T\,m)},$$

or $4.632\times10^{-6}$ arcmin/(G cm). The wavelength form agrees: $dn/d\lambda=-9.186\ \mathrm{m^{-1}}$ gives $293.34\times5\times10^{-7}\times9.186=1.347\times10^{-3}$ in the same unit.

These digits belong to the model, not to real hydrogen. The finite proton mass $M_p$ puts the reduced mass into $\alpha$ and multiplies the Zeeman term by $1-m/M_p$; together these raise $V$ by about 0.2%, to $1.350\times10^{-3}$ rad/(T m). In thermal equilibrium the field also polarises the electron spins, and spin-orbit coupling turns this into a further rotation linear in $B$ and proportional to $1/T$, roughly of relative order $10^{-3}$ at room temperature. Both effects exceed the small corrections discussed next, which concern only the internal consistency of the model.

A field of 10 T over 1 m rotates the plane by 13.4735 mrad according to $VBl$. Propagating the wave with the polarisability tensor of the full Hamiltonian gives 13.4729 mrad, in the same sense. The difference comes from the relation assumed between index and polarisability. The propagation uses $n^2=1+4\pi Na_0^3\alpha$, so $dn/d\omega=2\pi Na_0^3\alpha'/n$, smaller than the dilute expression by the relative amount $n-1\approx4\times10^{-5}$. This does not make it the better value, because both calculations leave out the local field, which enters at the same order in the density. With the Lorentz–Lorenz relation the rotation would instead lie above the dilute expression, by the relative amount $(n-1)/3\approx1.5\times10^{-5}$.

Two calculations in stronger fields separate the parts of the argument. Without the diamagnetic term, at $B=0.1$ atomic units ($\omega_L=0.05$), the directly computed $\alpha_+=4.545462$ and $\alpha_-=5.108402$ agree with $\alpha(\omega\mp0.05)$ to all printed digits. With the full Hamiltonian, the rotation per field differs from $V$ by the relative amounts $-2.48\times10^{-4}$ at $B=0.005$ and $-9.92\times10^{-4}$ at $B=0.010$. Doubling the field multiplies the deviation by four, as Lemma 2 requires. The frequency shift alone would give a positive deviation, because all odd derivatives of $\alpha$ are positive below the first line; the negative sign is therefore due to the diamagnetic term. At 10 T the relative deviation caused by the nonlinearity in $B$, both parts together, is about $-2\times10^{-8}$, far below the difference found above.

The two-term low-frequency law gives $1.336\times10^{-3}$ rad/(T m) at 500 nm, 0.9% below the full value. At 800 nm it is 0.1% low, at 300 nm 6% and at 200 nm 28%. It falls short because every omitted coefficient $A_{2k}=\sum_jf_j/\omega_j^{2k+2}$ is positive, and the omitted terms gain weight as $\omega$ approaches $3/8$. The numerical output lists the values at these wavelengths.

## Values computed for the example and the checks

```
density N = 1.000e+25 m^-3
wavelength = 500.0 nm
photon frequency omega = 0.0911267 a.u.
kappa_minus = 0.9042934 (dimensionless)
  term n=2 of M(kappa_minus) = 2.7008602 a.u.
  term n=3 of M(kappa_minus) = 0.1786764 a.u.
  term n=4 of M(kappa_minus) = 0.0038001 a.u.
  M(kappa_minus) = 2.8833716 a.u.
  dM/dkappa at kappa_minus = -8.140373 a.u.
kappa_plus = 1.0873148 (dimensionless)
  term n=2 of M(kappa_plus) = 1.5522824 a.u.
  term n=3 of M(kappa_plus) = 0.2946417 a.u.
  term n=4 of M(kappa_plus) = 0.0030168 a.u.
  M(kappa_plus) = 1.8499580 a.u.
  dM/dkappa at kappa_plus = -3.901719 a.u.
alpha(omega) = 4.733330 a.u.
d alpha/d omega = 5.413517 a.u.
squared norm, resonant function = 9.001916 a.u.
squared norm, antiresonant function = 3.588399 a.u.
coefficient of omega^0 in alpha = 9/2 = 4.500000 a.u.
coefficient of omega^2 in alpha = 319/12 = 26.583333 a.u.
coefficient of omega^4 in alpha = 297541/1728 = 172.188079 a.u.
1s-2p oscillator strength = 0.416197 (dimensionless)
Larmor test field = 0.100 a.u.
  alpha_plus from basis = 4.545462 a.u.
  alpha at shifted frequency = 4.545462 a.u.
  alpha_minus from basis = 5.108402 a.u.
  alpha at shifted frequency = 5.108402 a.u.
relative correction to V, B=0.005 a.u. = -2.4837e-04
relative correction to V, B=0.010 a.u. = -9.9243e-04
relative correction / B^2 = -9.93 a.u.
atomic unit of field = 2.35052e+05 T
relative correction at 10 T = -1.8e-08
e/(2mc) = 293.3396 rad/(T m)
2 pi N a0^3 = 9.31072e-06 (dimensionless)
n - 1 = 4.40707e-05 (dimensionless)
dn/dlambda = -9.18625e+00 m^-1
Verdet constant V = 1.34735e-03 rad/(T m)
V converted = 4.6318e-06 arcmin/(G cm)
field = 10.0 T, path = 1.0 m
rotation from V B l = 13.4735 mrad
rotation from wave propagation = 13.4729 mrad
200 nm: V = 1.7546e-02, two-term law = 1.2604e-02 rad/(T m)
300 nm: V = 4.6461e-03, two-term law = 4.3504e-03 rad/(T m)
500 nm: V = 1.3473e-03, two-term law = 1.3355e-03 rad/(T m)
800 nm: V = 4.9149e-04, two-term law = 4.9082e-04 rad/(T m)
```
